\section*{Paramagnetic susceptibility of disordered local moments: mean field and Onsager correction, part 2}

Each site of a Bravais lattice carries a moment $\mu\,\mathbf e_i$, $|\mathbf e_i|=1$, and we seek the susceptibility $\chi(\mathbf q)$ of the paramagnet. Sites are independent, with weights $p_i=1+3\mathbf m_i\cdot\mathbf e$ for small means $\mathbf m_i$ and the measure $\int_{\mathbf e}=\int d\hat e/4\pi$; $\langle\cdots\rangle_0$ is the average over them.

The electronic grand potential $\Omega$, averaged with $\mathbf e_i=\mathbf e$ held fixed, is $\Omega_i(\mathbf e)$. Polarizing the other sites changes it by $-\mathbf h_i\cdot\mathbf e$, with $\mathbf h_i=\sum_jS_{ij}\mathbf m_j$. The exact $\langle\Omega\rangle_0$ is linear in each $p_i$, so the exact $S_{ii}$ is zero. In a field $\mathbf b_i$, mean field sets $3kT\,\mathbf m_i=\mu\mathbf b_i+\mathbf h_i$, hence
\begin{equation}
\chi_{\rm MF}(\mathbf q)=\frac{\mu^2}{3kT-S(\mathbf q)} .
\label{chiMF}
\end{equation}
The pole first reached on cooling defines $T_{\rm MF}$. Free moments have $\chi_{\rm free}=\mu^2/3kT$. In the rigid limit $\mu$ and the site potential do not depend on the field or the other directions.

One orbital per site is kept, with $H=\varepsilon-\Delta\sum_i\mathbf e_i\cdot\boldsymbol\sigma_i$, frozen $\Delta$, $m(\mathbf e)=z+\Delta\,\mathbf e\cdot\boldsymbol\sigma$, $z=i\omega_n+\mu_c$, $\omega_n=(2n+1)\pi kT$, and Fermi function $f$. The coherent-potential approximation (CPA) uses a non-random medium $m_{c,i}$, with $\tau=(m_c-\varepsilon)^{-1}$, $\tau_{ii}^{-1}=m_{c,i}-A_i$, $g_i(\mathbf e)=[m(\mathbf e)-A_i]^{-1}$ and $\tau_{ii}=\langle g_i\rangle$. It gives
\begin{equation}
\Omega_i(\mathbf e)=-kT\sum_n\ln\det[m(\mathbf e)-A_i].
\label{Oi}
\end{equation}
Exactly, $\langle\Omega\rangle_0=\Omega_c+\Omega_R$. The CPA keeps $\Omega_c$, which is stationary in $m_c$ and $A$, and drops
\begin{equation}
\Omega_R=-kT\sum_n\big\langle\mathrm{Tr}\ln(1+\mathcal T\tau')\big\rangle_0 .
\label{OR}
\end{equation}
Here $\tau'$ is the site-off-diagonal part of $\tau$, and $\mathcal T_i=-\tau_{ii}^{-1}[g_i(\mathbf e)-\tau_{ii}]\tau_{ii}^{-1}$ averages to zero.

In the paramagnet $A$ is a scalar, $w=z-A$, $D=w^2-\Delta^2$, $g_0(\mathbf e)=(w-\Delta\,\mathbf e\cdot\boldsymbol\sigma)/D$, $g=\langle g_0\rangle=w/D$ and $\tau(\mathbf k)=1/[m_c-\varepsilon(\mathbf k)]$. The moment in Bohr magnetons and the filling are
\begin{equation}
\mu=kT\sum_n\mathrm{tr}[\mathbf e\cdot\boldsymbol\sigma\,g_0]=-2\Delta\,kT\sum_n\frac1D,\qquad n=2kT\sum_ne^{i\omega_n0^+}g .
\label{mu}
\end{equation}

\section{The kernel $S(\mathbf q)$}

Let all $\mathbf m_i$ point along $z$. A rotation by $\pi$ about $x$ reverses every $m_i$, leaves the scalar parts of $A_i$, $m_{c,i}$, $\tau_{ii}$ unchanged and reverses their $\sigma_z$ parts. In linear order only the latter respond: $\delta A_i=a_i\sigma_z$, $\delta m_{c,i}=\gamma_i\sigma_z$, $\delta\tau_{ii}=d_i\sigma_z$.

The Weiss field comes from \eqref{Oi}. With $\det(w+\mathbf v\cdot\boldsymbol\sigma)=w^2-\mathbf v^2$ and $\mathbf v=\Delta\mathbf e-a\hat{\mathbf z}$, the determinant is $D+2\Delta a\,e^z-a^2$. To first order $\Omega_i(\mathbf e)=\text{const}-kT\sum_n2\Delta a_ie^z/D$, so
\begin{equation}
h_i=2\Delta\,kT\sum_n\frac{a_i}{D}.
\label{h}
\end{equation}

The single-site condition $\tau_{ii}=\langle g_i\rangle$ changes through $A$ and through $p$. Since $\delta g=g_0\,\delta A\,g_0$, the first part needs
\begin{equation}
\langle(w-\Delta\mathbf e\cdot\boldsymbol\sigma)\sigma_z(w-\Delta\mathbf e\cdot\boldsymbol\sigma)\rangle
=w^2\sigma_z+\Delta^2\langle(\mathbf e\cdot\boldsymbol\sigma)\sigma_z(\mathbf e\cdot\boldsymbol\sigma)\rangle,
\end{equation}
the terms linear in $\mathbf e$ averaging to zero. The anticommutator $\sigma_z(\mathbf e\cdot\boldsymbol\sigma)=2e^z-(\mathbf e\cdot\boldsymbol\sigma)\sigma_z$ gives $(\mathbf e\cdot\boldsymbol\sigma)\sigma_z(\mathbf e\cdot\boldsymbol\sigma)=2e^z\,\mathbf e\cdot\boldsymbol\sigma-\sigma_z$, whose average is $(\tfrac23-1)\sigma_z=-\tfrac13\sigma_z$. The second part is $\int_{\mathbf e}3m_ie^z\,g_0(\mathbf e)=-\Delta m_i\sigma_z/D$. Together,
\begin{equation}
d_i=Xa_i-\frac\Delta D\,m_i,\qquad X=\frac{w^2-\Delta^2/3}{D^2}.
\label{site}
\end{equation}

The lattice enters through $\delta\tau=-\tau\,\delta m_c\,\tau$, whose diagonal is $d_i=-\sum_j\tau_{ij}\tau_{ji}\gamma_j$. In Fourier space
\begin{equation}
d_{\mathbf q}=-\Pi(\mathbf q)\gamma_{\mathbf q},\qquad\Pi(\mathbf q)=\sum_{\mathbf R}\tau(\mathbf R)^2e^{-i\mathbf q\cdot\mathbf R}=\langle\tau(\mathbf k)\tau(\mathbf k+\mathbf q)\rangle_{\mathbf k}.
\end{equation}
The term $\mathbf R=0$ is $g^2$; the rest, $\Pi'=\Pi-g^2$, has zero average over $\mathbf q$. The definition of $A$ gives $d=-g^2(\gamma-a)$. Solving for $a$ and eliminating $\gamma=-d/\Pi$,
\begin{equation}
a_{\mathbf q}=\gamma_{\mathbf q}+\frac{d_{\mathbf q}}{g^2}=K_{\mathbf q}d_{\mathbf q},\qquad K_{\mathbf q}=\frac1{g^2}-\frac1\Pi=\frac{\Pi'}{g^2\Pi}.
\label{K}
\end{equation}
Inserting this in \eqref{site} gives $d=-(\Delta/D)\,m/(1-XK)$. The factor simplifies with $g^2-X=[w^2-w^2+\Delta^2/3]/D^2=\Delta^2/3D^2$:
\begin{equation}
1-XK=\frac{g^2(g^2+\Pi')-X\Pi'}{g^2\Pi}=\frac{\mathcal D_{\mathbf q}}{g^2\Pi},\qquad
\mathcal D_{\mathbf q}=g^4+\frac{\Delta^2}{3D^2}\Pi'(\mathbf q).
\label{den}
\end{equation}
Then $K/(1-XK)=\Pi'/\mathcal D$, $a=-(\Delta/D)(\Pi'/\mathcal D)\,m$, and \eqref{h} divided by $m_{\mathbf q}$ is
\begin{equation}
S(\mathbf q)=-2kT\sum_n\frac{\Delta^2}{D^2}\,\frac{\Pi'(\mathbf q)}{g^4+\Delta^2\Pi'(\mathbf q)/3D^2}.
\label{S}
\end{equation}
Terms at $\pm\omega_n$ are complex conjugates, so $S$ is real. At large $\omega$, $\Pi'\sim z^{-4}$, $D^2g^4\to1$, and the summand falls as $\omega^{-4}$.

If the moments were restricted to $\pm\hat{\mathbf z}$, the average of $(\mathbf e\cdot\boldsymbol\sigma)\sigma_z(\mathbf e\cdot\boldsymbol\sigma)$ would be $+\sigma_z$, and the factor $1/3$ in $\mathcal D$ would become $-1$. The paramagnetic medium equals that of the up-down alloy, but the response kernel does not; the two differ from second order in $\Pi'$.

The derivation holds $\mu_c$ fixed. At fixed electron number $N_0$ the relevant potential is $\max_{\mu_c}[\Omega+\mu_cN_0]$. Polarization at fixed $\mu_c$ changes the number by $\delta N$, a scalar and hence of order $m^2$. With $\kappa=\partial N/\partial\mu_c$ and a shift $\delta$ of $\mu_c$, the quantity to maximize changes by $\delta\Omega-\delta N\,\delta-\tfrac12\kappa\delta^2$, whose maximum is $\delta\Omega+\delta N^2/2\kappa$. The extra term is of order $m^4$. The kernel and the pole are the same in both ensembles; the quartic term, and with it possibly the order of the transition, is not.

\paragraph{Limit of weak splitting.} As $\Delta\to0$, $D\to w^2$ and $g\to1/w$, so $D^2g^4\to1$, $\mathcal D\to g^4$ and $\tau(\mathbf k)\to1/(z-\varepsilon_{\mathbf k})$. Partial fractions give $kT\sum_n[(z-\varepsilon)(z-\varepsilon')]^{-1}=(f-f')/(\varepsilon-\varepsilon')$. With the Lindhard function per spin, $\chi_0(\mathbf q)=-\langle(f_{\mathbf k}-f_{\mathbf k+\mathbf q})/(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q})\rangle_{\mathbf k}$,
\begin{equation}
S(\mathbf q)\to2\Delta^2\left[\chi_0(\mathbf q)-\langle\chi_0\rangle_{\mathbf q}\right].
\end{equation}
Direct perturbation theory agrees. For collinear moments each spin sees the potential $\mp\Delta e_i^z$ and gains $-\tfrac12\Delta^2\sum\chi_{0,ij}e_i^ze_j^z$; two spins give $J_{ij}=2\Delta^2\chi_{0,ij}$, the RKKY interaction, and the term $i=j$ is a constant because $|\mathbf e|=1$.

\paragraph{Limit of weak hopping.} For nearest-neighbour hopping $-t$, $\tau(\mathbf R)=-tg^2$ on a neighbour to first order, so $\Pi'/g^4=t^2\sum_{\boldsymbol\delta}e^{-i\mathbf q\cdot\boldsymbol\delta}$ and $w\to z$. At $\mu_c=0$ and $kT\ll\Delta$ the sum becomes an integral with $D=-(\omega^2+\Delta^2)$:
\begin{equation}
S_{01}=-2t^2\int\frac{d\omega}{2\pi}\frac{\Delta^2}{(\omega^2+\Delta^2)^2}=-2t^2\,\frac{\Delta^2}{2\pi}\,\frac{\pi}{2\Delta^3}=-\frac{t^2}{2\Delta}.
\label{SE}
\end{equation}
For two sites with moments at angle $\theta$, the filled level on one site couples to the empty level on the other, $2\Delta$ higher, with amplitude $t\sin(\theta/2)$. Two electrons gain $-2t^2\sin^2(\theta/2)/2\Delta=-(t^2/2\Delta)(1-\cos\theta)$, which is $-J\cos\theta$ plus a constant with the superexchange $J=-t^2/2\Delta$.

\section{What the CPA leaves out}

Expand \eqref{OR} in powers of $\mathcal T\tau'$. Sites are independent and $\langle\mathcal T_i\rangle=0$, so a term survives only if every site in it occurs at least twice, and neighbouring factors in the cyclic product belong to different sites. The first such term is the fourth power, with pattern $i\,j\,i\,j$. It enters $\ln$ as $-\tfrac14\mathrm{Tr}(\mathcal T\tau')^4$, and each pair is counted twice. To lowest order in $t$, $\tau_{ij}=-t\,\tau_{ii}\tau_{jj}$ on a bond, and $\tau_{ii}\mathcal T_i\tau_{ii}=-\delta g_i$ with $\delta g_i=-\Delta(\mathbf e_i-\mathbf m_i)\cdot\boldsymbol\sigma/D$ and $D=z^2-\Delta^2$. Per bond,
\begin{equation}
\Omega_R=kT\sum_n\frac{t^4\Delta^4}{2D^4}\,C_i^{ab}C_j^{cd}\,\mathrm{tr}(\sigma_a\sigma_c\sigma_b\sigma_d),\qquad C_i^{ab}=\langle e^ae^b\rangle_{p_i}-m_i^am_i^b .
\end{equation}
For $p=1+3\mathbf m\cdot\mathbf e$ the covariance is $\delta^{ab}/3-m^am^b$ and has no term linear in $m$. Therefore $\Omega_R$ has no $m_im_j$ term at order $t^4$. The off-site CPA kernel is exact through $t^4$ in this model, and on a bipartite lattice, where closed paths have even length, its error begins at $t^6$. A direct evaluation shows this order. On a half-filled four-site ring with $\Delta=1.5$ eV, $S_{01}=-3\langle\mathbf e_0\cdot\mathbf e_1\Omega\rangle$ was computed by diagonalizing the $8\times8$ Hamiltonian on a product quadrature over the directions (Gauss-Legendre in $\cos\theta$, uniform in $\phi$). For two small values of $t$ in the ratio 2, its difference from \eqref{S} changes by the factor $2^{5.99}$. This fixes the order at small $t$. When $\mu_c$ lies inside a band, $t/|z+\Delta|$ is not small at the lowest frequencies, and the order alone does not bound the size of the error.

The on-site term behaves differently. With $C_j=\delta/3$ and $\sigma_c\sigma_b\sigma_c=-\sigma_b$ (summed over $c$), the trace gives $-\tfrac13\cdot2\,\mathrm{tr}\,C_i=-\tfrac23(1-m_i^2)$. So $\Omega_R$ contains $+kT\sum_nt^4\Delta^4m_i^2/3D^4$ for each of the $Z$ neighbours. The exact $\langle\Omega\rangle_0$ has no $m_i^2$ term, so $\Omega_c$ must contain the opposite one, and $S_{00}^{\rm CPA}=2Z\,kT\sum_nt^4\Delta^4/3D^4$.

\paragraph{Limit.} Expanding \eqref{S} to second order in $\Pi'$ and averaging over $\mathbf q$ gives $S_{00}=2kT\sum_n(\Delta^4/3D^4)\langle\Pi'^2\rangle_{\mathbf q}/g^8$, and $\langle\Pi'^2\rangle_{\mathbf q}=Zt^4g^8$. The two expressions coincide. At $\mu_c=0$ and $kT\ll\Delta$, $\int d\omega\,(\omega^2+\Delta^2)^{-4}=5\pi/16\Delta^7$, and for $Z=6$, $S_{00}=5t^4/8\Delta^3$. The CPA kernel thus holds a spurious self-interaction that shifts $T_{\rm MF}$ by $S_{00}/3k$.

\section{What the rigid limit drops}

Let the field act on the electrons, $H\to H-b_i\sigma_z$, at frozen $\Delta$, with $b$ the Zeeman energy of one Bohr magneton. Then $m(\mathbf e)-A_i$ contains $(b-a)\sigma_z$, so $a\to a-b$ in \eqref{h} and \eqref{site}, while \eqref{K} concerns the medium only and is unchanged. Solving $d=X(Kd-b)-\Delta m/D$,
\begin{equation}
d=-\frac{Xb+\Delta m/D}{1-XK},\qquad a-b=Kd-b=-\frac{b+K\Delta m/D}{1-XK}.
\end{equation}
The magnetization is $M=kT\sum_n\mathrm{tr}(\sigma_z\,d\,\sigma_z)=2kT\sum_nd$. With \eqref{den},
\begin{align}
M&=\chi_Pb+M_{\mathbf q}m,& h&=S\,m+M_{\mathbf q}b,\\
M_{\mathbf q}&=-2kT\sum_n\frac\Delta D\,\frac{g^2\Pi}{\mathcal D},&\chi_P&=-2kT\sum_nX\,\frac{g^2\Pi}{\mathcal D}.
\end{align}
The same $M_{\mathbf q}$ appears twice, as it must for a mixed second derivative of $\Omega_c$. With $3kT\,m=h$,
\begin{equation}
\chi(\mathbf q)=\chi_P(\mathbf q)+\frac{M_{\mathbf q}^2}{3kT-S(\mathbf q)} .
\label{full}
\end{equation}
At frozen $\Delta$ the pole is unchanged. Equation \eqref{chiMF} is the case $M_{\mathbf q}\to\mu$, $\chi_P\to0$. From $g^2\Pi-\mathcal D=X\Pi'$ follows $M_{\mathbf q}-\mu=-2kT\sum_n(\Delta/D)X\Pi'/\mathcal D$, which starts at order $t^2$. It is the response of each electron spin to the order around it, partly a tilt away from $\mathbf e$ (the part $\tfrac23D^{-1}$ of $X$) and partly a change of length. If $\Delta$ itself responds self-consistently, further terms enter the denominator and the pole moves; that lies outside the rigid limit.

\paragraph{Limit.} At $t=0$, $M_{\mathbf q}=\mu$. Writing $X=\tfrac23D^{-1}+\tfrac13(z^2+\Delta^2)D^{-2}$ splits $\chi_P$ into a transverse part $2\mu/3\Delta$, by \eqref{mu}, and a longitudinal part. Since $(z^2+\Delta^2)/D^2=\tfrac12[(z+\Delta)^{-2}+(z-\Delta)^{-2}]$, the latter is $-\tfrac13[f'(-\Delta-\mu_c)+f'(\Delta-\mu_c)]$, exponentially small when $\mu_c$ lies between the levels. The transverse part is the tilt of the electron spin away from $\mathbf e$. Relative to $\chi_{\rm free}$ it is $2kT/\mu\Delta$, so the rigid limit needs $kT\ll\mu\Delta$.

The CPA kernel $S(\mathbf q)$ is now explicit, its spurious self-interaction has been identified, and a field acting on the electrons has been shown to change the amplitude and background of the response but, at frozen $\Delta$, not the pole. It remains to correct mean field for the field each moment returns to itself, and to evaluate both approximations for a simple cubic band.
